# Exact Velocity Updates for Tensor Friction with Unequal Masses

## Definitions and conventions

Let $v$ be a column of $N$ Cartesian velocity components. The diagonal matrix $M$ holds the mass belonging to each component. Electronic friction is described by a constant, real, symmetric tensor $\Gamma$ with $v^T\Gamma v\ge 0$ for every $v$. The electrons have one temperature $T$, and $k$ is Boltzmann's constant. The velocity equation is

$$
M\,dv=-\Gamma v\,dt+\sqrt{2kT}\,\Gamma^{1/2}dW. \tag{1}
$$

The components of $dW$ are independent Gaussian increments with mean zero and variance $dt$. The first term removes kinetic energy at the rate $v^T\Gamma v$; the second is the random force from the same electrons. Forces between atoms are absent from (1). In a molecular-dynamics step they act in separate substeps, treated below.

The Maxwell density for these velocities is

$$
f(v)\propto \exp\left(-\frac{v^TMv}{2kT}\right),\qquad \langle vv^T\rangle=kT\,M^{-1}. \tag{2}
$$

The task is to draw $v(h)$ from the law that (1) prescribes, given $v(0)$, for any time step $h>0$. "Exact" refers to this probability law in exact arithmetic.

The units are eV, ps and nm. A velocity of 1 nm/ps is 1000 m/s, and a friction coefficient in eV ps/nm² multiplied by a velocity in nm/ps gives a force in eV/nm.

## Two atoms by hand

A nitrogen atom and an iron neighbour move along the line joining them, so $N=2$. Their masses are 14.007 u and 55.845 u, or $m_1=0.14517$ and $m_2=0.57879$ eV ps²/nm². At $T=700$ K, $kT=0.060321$ eV. The model friction tensor is

$$
\Gamma=\begin{pmatrix}0.4&-0.3\\-0.3&1.2\end{pmatrix}\ \text{eV ps/nm}^2 .
$$

Its determinant, $0.48-0.09=0.39$ in squared units, and its diagonal entries are positive, so every motion is damped. The friction force on iron is $0.3v_1-1.2v_2$: moving nitrogen drags resting iron along.

### Making the equation symmetric

Dividing (1) by the masses gives the drift matrix $M^{-1}\Gamma$. Its off-diagonal entries are $-0.3/m_1$ and $-0.3/m_2$, which differ. It therefore has no orthonormal set of eigenvectors. The remedy is to scale each velocity by the square root of its mass:

$$
u=M^{1/2}v,\qquad G=M^{-1/2}\Gamma M^{-1/2}. \tag{3}
$$

Multiplying (1) by $M^{-1/2}$ and inserting $v=M^{-1/2}u$ gives

$$
du=-Gu\,dt+\sqrt{2kT}\,M^{-1/2}\Gamma^{1/2}dW. \tag{4}
$$

Now the drift matrix is symmetric. The noise covariance per unit time is

$$
2kT\,M^{-1/2}\Gamma^{1/2}\Gamma^{1/2}M^{-1/2}=2kT\,G.
$$

The same $G$ thus controls decay and noise. For the two atoms, $G_{ij}=\Gamma_{ij}/\sqrt{m_im_j}$ gives

$$
G=\begin{pmatrix}2.7553&-1.0349\\-1.0349&2.0733\end{pmatrix}\ \text{ps}^{-1}.
$$

The mean of the diagonal entries is 2.4143 and half their difference is 0.3410, so the eigenvalues are

$$
g=2.4143\mp\sqrt{0.3410^2+1.0349^2}
=1.325,\ 3.504\ \text{ps}^{-1}.
$$

For the slow mode, the first row of $(G-g)e=0$ gives $e_2/e_1=(2.7553-1.3246)/1.0349=1.382$. Normalization then yields $e_s=(0.5861,0.8102)^T$. The fast mode is orthogonal to it: $e_f=(0.8102,-0.5861)^T$.

### Decay during one step

Take $h=100$ fs $=0.1$ ps. The mode amplitudes shrink by

$$
e^{-0.13246}=0.8759,\qquad e^{-0.3504}=0.7044.
$$

Adding the two modes, $e^{-Gh}=0.8759\,e_se_s^T+0.7044\,e_fe_f^T$. Its entries are

$$
\begin{aligned}
(e^{-Gh})_{11}&=0.3435(0.8759)+0.6565(0.7044)=0.7633,\\
(e^{-Gh})_{12}&=0.4749(0.8759-0.7044)=0.0815,\\
(e^{-Gh})_{22}&=0.6565(0.8759)+0.3435(0.7044)=0.8170.
\end{aligned}
$$

Returning to velocities gives $A=M^{-1/2}e^{-Gh}M^{1/2}$, so that $A_{ij}=(e^{-Gh})_{ij}\sqrt{m_j/m_i}$. With $\sqrt{m_2/m_1}=1.997$,

$$
A=\begin{pmatrix}0.7633&0.1627\\0.0408&0.8170\end{pmatrix}.
$$

### Noise during one step

For one mode of rate $g$, a kick made a time $s$ before the end of the step has decayed by $e^{-gs}$. Its variance has decayed by the square of this factor. The sum of all the independent kicks has variance

$$
\int_0^h 2kTg\,e^{-2gs}ds=kT(1-e^{-2gh}). \tag{5}
$$

The square roots of $1-e^{-2gh}$ are 0.4824 for the slow mode and 0.7098 for the fast mode. Combining them as above gives the symmetric matrix

$$
(1-e^{-2Gh})^{1/2}=\begin{pmatrix}0.6317&-0.1080\\-0.1080&0.5605\end{pmatrix}.
$$

The velocity noise matrix is $L=\sqrt{kT}M^{-1/2}(1-e^{-2Gh})^{1/2}$. Its rows are therefore the rows above multiplied by the thermal speeds $\sqrt{kT/m_i}$, which are 0.6446 and 0.3228 nm/ps:

$$
L=\begin{pmatrix}0.4072&-0.0696\\-0.0349&0.1810\end{pmatrix}\ \text{nm/ps}.
$$

### One random update

Let nitrogen start with 1 eV and iron at rest. Nitrogen's speed is $\sqrt{2(1)/0.14517}=3.712$ nm/ps. The mean velocities after the step are

$$
A\begin{pmatrix}3.712\\0\end{pmatrix}
=\begin{pmatrix}2.833\\0.151\end{pmatrix}\ \text{nm/ps}.
$$

If the two standard normal numbers are $\xi=(0.5,-1)^T$, the noise is

$$
L\xi=\begin{pmatrix}0.2036+0.0696\\-0.0174-0.1810\end{pmatrix}
=\begin{pmatrix}0.273\\-0.198\end{pmatrix}\ \text{nm/ps}.
$$

The new velocities are 3.106 and $-0.047$ nm/ps. Iron is dragged forward on average, but this random draw reverses it.

### The Maxwell covariance in numbers

Suppose instead that the starting velocities are Maxwell distributed. Their variances are $kT/m_1=0.4155$ and $kT/m_2=0.1042$ nm²/ps², with no correlation. After the step, nitrogen's variance is

$$
\begin{aligned}
&0.7633^2(0.4155)+0.1627^2(0.1042)\\
&\quad+0.4072^2+0.0696^2\\
&=0.2449+0.1706=0.4155 .
\end{aligned}
$$

The first number is what survives of the old motion; the second is fresh noise. The cross-covariance must also vanish. Its deterministic part is

$$
0.7633(0.0408)(0.4155)+0.1627(0.8170)(0.1042)=0.0268,
$$

while the noise contributes

$$
0.4072(-0.0349)-0.0696(0.1810)=-0.0268.
$$

Decay alone would correlate the two velocities. The correlated noise removes that correlation.

## The general update

Multiply (4) from the left by $e^{Gt}$. Since $d(e^{Gt}u)=e^{Gt}(Gu\,dt+du)$, the drift cancels. Integration from 0 to $h$, followed by multiplication by $e^{-Gh}$, gives

$$
\begin{aligned}
u(h)={}&e^{-Gh}u(0)\\
&+\sqrt{2kT}\int_0^h e^{-G(h-t)}M^{-1/2}\Gamma^{1/2}dW(t).
\end{aligned} \tag{6}
$$

The integral is a sum of Gaussian increments with fixed coefficients, so it is Gaussian with mean zero. Increments at different times are independent. With $s=h-t$, its covariance is

$$
\begin{aligned}
\int_0^h e^{-Gs}(2kTG)e^{-Gs}ds
&=kT\int_0^h 2G\,e^{-2Gs}ds\\
&=kT(1-e^{-2Gh}).
\end{aligned} \tag{7}
$$

The exponentials combine because $G$ is symmetric and commutes with functions of itself. The last line follows because $-e^{-2Gs}$ has derivative $2Ge^{-2Gs}$. No inverse of $G$ is needed, so zero eigenvalues are allowed.

A Gaussian is fixed by its mean and covariance. The exact update is therefore

$$
\boxed{\begin{aligned}
v'&=Av+L\xi,\\
A&=M^{-1/2}e^{-Gh}M^{1/2},\\
L&=\sqrt{kT}\,M^{-1/2}(1-e^{-2Gh})^{1/2},
\end{aligned}} \tag{8}
$$

where $\xi$ has $N$ independent standard normal components, drawn afresh at each step.

### Preservation and approach to equilibrium

Insert the Maxwell covariance:

$$
\begin{aligned}
A(kTM^{-1})A^T
&=kT\,M^{-1/2}e^{-Gh}M^{1/2}M^{-1}M^{1/2}e^{-Gh}M^{-1/2}\\
&=kT\,M^{-1/2}e^{-2Gh}M^{-1/2},\\
LL^T&=kT\,M^{-1/2}(1-e^{-2Gh})M^{-1/2}.
\end{aligned}
$$

The exponential terms cancel in the sum:

$$
A(kTM^{-1})A^T+LL^T=kT\,M^{-1}. \tag{9}
$$

This proves more than preservation of the temperatures. If $v$ is Gaussian, $Av$ is Gaussian, and adding the independent Gaussian $L\xi$ leaves it so. The mean stays zero and the covariance stays $kTM^{-1}$. The whole Maxwell density is preserved, with no restriction on $h$.

Detailed balance also holds. In equilibrium, the covariance between new and old velocities is

$$
\langle v'v^T\rangle=kT\,AM^{-1}=kT\,M^{-1/2}e^{-Gh}M^{-1/2}.
$$

This matrix is symmetric, and $v$ and $v'$ have equal covariances. Exchanging them leaves their joint Gaussian density unchanged.

If every eigenvalue of $G$ is positive, repeated updates make $e^{-Gt}$ tend to zero and the accumulated noise covariance tend to $kT$ in the scaled variables. Any initial distribution then approaches the Maxwell distribution, which is the unique stationary one. If some eigenvalue is zero, Maxwell velocities are still preserved, but that mode neither decays nor receives noise.

An example is friction on relative motion alone, $\Gamma=\gamma\begin{pmatrix}1&-1\\-1&1\end{pmatrix}$. With $\mathbf 1=(1,1)^T$, $\Gamma\mathbf 1=0$ and therefore $GM^{1/2}\mathbf 1=0$. It follows that

$$
\mathbf 1^TMA=\mathbf 1^TM,\qquad \mathbf 1^TML=0.
$$

Each random update conserves total momentum, and a nonthermal total momentum is never thermalized.

### Composition and energy

Two successive steps multiply the decay factors: $e^{-Gh_2}e^{-Gh_1}=e^{-G(h_1+h_2)}$. Their scaled noise covariance, divided by $kT$, is

$$
\begin{aligned}
&e^{-2Gh_2}(1-e^{-2Gh_1})+1-e^{-2Gh_2}\\
&\quad=1-e^{-2G(h_1+h_2)}.
\end{aligned}
$$

Splitting a velocity step thus leaves its law unchanged.

For a fixed initial velocity, let $u_j$ be the initial amplitude of mode $j$. Its mean square after the step is $u_j^2e^{-2g_jh}+kT(1-e^{-2g_jh})$. Since kinetic energy is half the sum of squared amplitudes,

$$
\langle E\rangle=\frac{NkT}{2}+\frac12\sum_j(u_j^2-kT)e^{-2g_jh}. \tag{10}
$$

In the example, the initial scaled velocity is $(\sqrt2,0)^T$ in units of eV$^{1/2}$. The squared mode amplitudes are $2(0.5861)^2=0.6870$ eV and $2(0.8102)^2=1.3130$ eV. Equation (10) gives

$$
\begin{aligned}
\langle E\rangle={}&0.0603+\tfrac12[(0.6267)(0.7673)\\
&+(1.2527)(0.4962)]=0.612\ \text{eV}.
\end{aligned}
$$

The two atoms together lose 0.388 eV on average in this step.

### Algorithm and limits

1. Form $G_{ij}=\Gamma_{ij}/\sqrt{m_im_j}$ and diagonalize it as $G=U\operatorname{diag}(g_j)U^T$.
2. Reject a materially negative eigenvalue. Set eigenvalues of rounding size to zero.
3. Compute $e^{-g_jh}$ and $\sqrt{1-e^{-2g_jh}}$. For small $g_jh$, evaluate the difference as `-expm1(-2*g*h)`, which avoids subtracting two nearly equal numbers.
4. Build $A$ and $L$ from (8), draw $\xi$, and set $v'=Av+L\xi$. While $\Gamma$, $M$, $T$ and $h$ stay fixed, the matrices can be reused.

For small $h$, $A\simeq1-M^{-1}\Gamma h$ and $LL^T\simeq2kTh\,M^{-1}\Gamma M^{-1}$, as (1) requires. For large $h$ and positive definite $\Gamma$, $A$ tends to zero and $L$ to $\sqrt{kT}M^{-1/2}$: the update draws fresh Maxwell velocities. For equal masses $m$, $A=e^{-\Gamma h/m}$.

If $\Gamma$ has an antisymmetric part, with the noise set by its symmetric part, the exponentials in (7) need not combine and (8) no longer holds as written. The integrand becomes $kT\,e^{-Gs}(G+G^T)e^{-G^Ts}$, which is still a total derivative, so the scaled noise covariance is $kT(1-e^{-Gh}e^{-G^Th})$ and the Maxwell density is still preserved. The orthogonal diagonalization of step 1 and the symmetry behind detailed balance are lost. Baths at different temperatures also break the common factor $kT$ between decay and noise.

## Two approximations that change the temperature

The Euler–Maruyama scheme replaces the scaled decay by $1-Gh$ and the noise covariance by $2kTGh$. In one mode, a stationary variance $c$ must satisfy

$$
c=(1-gh)^2c+2kTgh.
$$

Moving the first term to the left gives $c(2gh-g^2h^2)=2kTgh$. Hence

$$
c=\frac{kT}{1-gh/2},\qquad 0<gh<2. \tag{11}
$$

Every damped mode is too hot. In the two-atom model at 100 fs, transforming (11) back to the atoms gives 815 K for nitrogen and 784 K for iron instead of 700 K. At 1 fs both are within 1 K of 700 K. Above $2/3.504=0.571$ ps the fast mode grows without bound.

A different error remains even as $h\to0$: keeping the correct noise variance on each atom but dropping the correlation between atoms. Write $a=G_{11}$, $d=G_{22}$ and $b=-G_{12}$, and let $kT(1+\delta)$ be the stationary scaled covariance. Balancing decay against noise $2kT\operatorname{diag}(a,d)$ gives

$$
\begin{aligned}
a\delta_{11}&=b\delta_{12},\qquad d\delta_{22}=b\delta_{12},\\
(a+d)\delta_{12}&=b(2+\delta_{11}+\delta_{22}).
\end{aligned}
$$

Substituting the first two relations into the third yields

$$
\delta_{12}=\frac{2b}{(a+d)(1-b^2/ad)}=0.528.
$$

Then $\delta_{11}=0.198$ and $\delta_{22}=0.263$, so the atoms settle near 839 K and 884 K. Solving the stationary covariance equation numerically for 1 fs steps gives 838 K and 883 K. Shortening the step does not cure this error.

## Adding interatomic forces

A complete step can be arranged as half kick, half drift, velocity update (8), half drift, half kick. A kick changes velocities by the force; a drift changes positions by the velocity. Consider a harmonic well with positive definite stiffness matrix $K$, and let

$$
q=M^{1/2}x,\qquad B=M^{-1/2}KM^{-1/2}.
$$

Suppose that just before the velocity update $q$ and $u$ are uncorrelated Gaussians with covariances

$$
C_{qq}=kT(B^{-1}-h^2/4),\qquad C_{uu}=kT. \tag{12}
$$

This requires $h\omega<2$ for every vibration frequency $\omega$, where $\omega^2$ is an eigenvalue of $B$. The velocity update preserves (12), whether or not $G$ and $B$ commute.

The next half drift, $q_1=q+hu/2$, gives $C_{q_1q_1}=kTB^{-1}$ and $C_{q_1u}=kTh/2$. The half kick $u_1=u-(h/2)Bq_1$ then gives

$$
\begin{aligned}
C_{u_1u_1}&=kT\left(1-\frac{h^2B}{2}+\frac{h^2B}{4}\right)
=kT\left(1-\frac{h^2B}{4}\right),\\
C_{q_1u_1}&=kT\left(\frac h2-\frac h2\right)=0.
\end{aligned}
$$

The following step begins with another half kick, which restores the velocity covariance to $kT$ and makes the cross-covariance $-kTh/2$. Its half drift changes the position covariance by $-kTh^2/2+kTh^2/4$ and cancels the cross-covariance. This returns to (12), so the cycle is stationary.

In the original variables, the covariances at the end of each full step are

$$
\begin{aligned}
\langle xx^T\rangle&=kT\,K^{-1},\\
\langle vv^T\rangle&=kT\left(M^{-1}-\frac{h^2}{4}M^{-1}KM^{-1}\right).
\end{aligned} \tag{13}
$$

Positions have the correct harmonic covariance, while end-of-step velocities are slightly cold. The deficit comes from splitting forces and motion, not from the friction update.

## Nitrogen in iron

The example is a rough model of nitrogen implanted in iron. The size of its diagonal frictions can be judged from the Lindhard–Scharff estimate for an atom of charge number $Z_1$ moving slowly among atoms of charge number $Z_2$:

$$
\Gamma_{\rm LS}=\frac{8\pi a_0n}{v_B}\frac{e^2}{4\pi\varepsilon_0}
\frac{Z_1^{7/6}Z_2}{(Z_1^{2/3}+Z_2^{2/3})^{3/2}}.
$$

Here $a_0$ is the Bohr radius, $v_B$ the Bohr speed and $n=2/(0.287\ \text{nm})^3$ the iron atom density. The estimate gives 0.43 eV ps/nm² for nitrogen and 1.17 eV ps/nm² for iron, close to the chosen 0.4 and 1.2. The formula is an average over ion paths, normally used at keV energies, so for these slower atoms it supports only the order of magnitude. It says nothing about the cross term, which is an assumption.

The 100 fs step illustrates the algebra, not a flight through a crystal: at its initial speed nitrogen would cover 0.37 nm, more than a lattice constant. With a rough vibration energy $\hbar\omega=70$ meV, $\omega=106$ rad/ps. The ratio of peak spring force to peak drag, $m_1\omega/\Gamma_{11}$, is about 39, so interatomic forces must be included. At $h=1$ fs, (13) gives a velocity-variance deficit of $(h\omega)^2/4=0.28\%$ relative to $kT/m_1$.

Real friction also varies with position. If it changes over a rough length of 0.05 nm, the thermal vibration amplitude, $\sqrt{kT/m_1}/\omega=0.006$ nm, implies changes of about 12%. A 1 eV nitrogen atom sees about 7% in 1 fs. Evaluating $\Gamma$ at the current position and freezing it during the velocity update still preserves Maxwell velocities, since (9) holds at each position. The trajectory then has a time-step error.

The classical Maxwell distribution is itself approximate here. A quantum harmonic vibration has mean kinetic energy $(\hbar\omega/4)\coth(\hbar\omega/2kT)$, which is 11% above $kT/2$ for these values.

Nor need the electrons stay at 700 K. Suppose the ion earlier left 1 keV in the electrons of a sphere of radius $r=5$ nm. With a rough heat capacity $cT$ per volume, $c=700$ J/(m³ K²), energy balance gives

$$
T_h=\sqrt{T^2+\frac{2E}{cV}}\simeq1170\ \text{K},
$$

where $E$ is the deposited energy and $V$ the sphere's volume. For a rough thermal conductivity $\kappa=40$ W/(m K), the spreading time $r^2cT/(6\kappa)$ is about 50 fs. If the electrons stayed at $T_h$ for that time, an initially thermal fast mode would close a fraction $1-e^{-2(3.504)(0.051)}\simeq0.30$ of the temperature gap, warming by about 140 K. That figure holds for free atoms only. A bound nitrogen atom vibrates with a period of about 59 fs and shares the heat with its potential energy, so its energy relaxes at about $G_{11}$ and closes only $1-e^{-2.755(0.051)}\simeq0.13$ of the gap, about 60 K. Both figures are upper estimates, because the electrons cool meanwhile, and not by spreading alone. The chosen friction implies an electron-lattice coupling $3nkG_{22}\approx7\times10^{18}$ W/(m³ K), which drains the electrons' heat in about 70 to 110 fs, and the whole 1 keV would warm the vibrations of the atoms in the sphere by only about 90 K. A simulation of that early stage needs at least a time-dependent electron temperature, and at first the electrons may not share a single temperature at all; the constant-temperature update suits the period after the heat has spread, which takes several times the 50 fs scale.
